# Factoring 35 with Four Probabilistic Bits and a Squared-Error Energy: verification in Python

```python
# Result under test: E = (X*Y - 35)^2 with X = 1+2a+4b, Y = 1+2c+4d and
# bits a,b,c,d in {0,1} has exactly two global minima, (5,7) and (7,5), and
# its multilinear form has a four-bit term: 256 abcd in bits, or
# 16 sa sb sc sd in spins s = 2*bit - 1.
# A probabilistic bit i gets the input I_i = -dE/ds_i and takes s_i = +1
# with probability (1 + tanh(beta*I_i))/2; its drive is V_i = V0*beta*I_i.
from itertools import product, combinations
import numpy as np
from scipy.constants import k as k_B, e as q_e

N = 35
names = "abcd"
bits = np.array(list(product([0, 1], repeat=4)))
spins = 2 * bits - 1
X = 1 + 2 * bits[:, 0] + 4 * bits[:, 1]
Y = 1 + 2 * bits[:, 2] + 4 * bits[:, 3]
E = (X * Y - N) ** 2
subsets = [S for r in range(5) for S in combinations(range(4), r)]


def pairs(mask):
    return sorted((int(x), int(y)) for x, y in zip(X[mask], Y[mask]))


def bit_coefficients(values, n):
    """Multilinear bit coefficients by inclusion-exclusion on the table."""
    states = np.array(list(product([0, 1], repeat=n)))
    result = {}
    for r in range(n + 1):
        for S in combinations(range(n), r):
            outside = [i for i in range(n) if i not in S]
            inside = states[:, outside].sum(axis=1) == 0
            sign = (-1.0) ** (r - states.sum(axis=1))
            result[S] = float(np.sum((sign * values)[inside]))
    return result


# ---- global minima and couplings
solution = E == 0
assert pairs(solution) == [(5, 7), (7, 5)]
J_table = {S: float(np.mean(E * np.prod(spins[:, list(S)], axis=1)))
           for S in subsets}
c_table = bit_coefficients(E, 4)


def product_rule(v, u):
    """Couplings from coefficients v of a factor and u of its square."""
    out = {}
    for S in subsets:
        A = tuple(i for i in S if i < 2)
        B = tuple(i - 2 for i in S if i >= 2)
        out[S] = u[A] * u[B] - 2 * N * v[A] * v[B] + (N**2 if not S else 0)
    return out


keys = [(), (0,), (1,), (0, 1)]
J = product_rule(dict(zip(keys, [4, 1, 2, 0])),
                 dict(zip(keys, [21, 8, 16, 4])))
c = product_rule(dict(zip(keys, [1, 2, 4, 0])),
                 dict(zip(keys, [1, 8, 24, 16])))
for S in subsets:
    assert abs(J[S] - J_table[S]) < 1e-9
    assert abs(c[S] - c_table[S]) < 1e-9
full = (0, 1, 2, 3)
assert J_table[full] == 16 and c_table[full] == 256

# ---- best fits of lower order, made in bit monomials
fit, rms = {}, {}
for order in (2, 3):
    basis = np.array([np.prod(bits[:, list(S)], axis=1)
                      for S in subsets if len(S) <= order]).T.astype(float)
    fit[order] = basis @ np.linalg.lstsq(basis, E.astype(float), rcond=None)[0]
    rms[order] = np.sqrt(np.mean((E - fit[order]) ** 2))
    omitted = np.sqrt(sum(J[S] ** 2 for S in subsets if len(S) > order))
    assert abs(rms[order] - omitted) < 1e-8
pair_min = pairs(np.isclose(fit[2], fit[2].min()))
assert pair_min == [(7, 7)]
drop_spin = E - J[full] * np.prod(spins, axis=1)
drop_bit = E - c[full] * np.prod(bits, axis=1)
assert pairs(drop_spin == drop_spin.min()) == pairs(solution)
assert pairs(drop_bit == drop_bit.min()) == [(7, 7)]

# ---- single-flip landscape
neighbours = np.array([[n ^ (8 >> i) for i in range(4)] for n in range(16)])
strict = np.all(E[neighbours] > E[:, None], axis=1)
weak = np.all(E[neighbours] >= E[:, None], axis=1) & ~strict
assert pairs(strict) == pairs(solution)
assert pairs(weak) == [(3, 7), (7, 3)]
start, goal = np.flatnonzero(solution)
for barrier in np.unique(E):
    reached, stack = {int(start)}, [int(start)]
    while stack:
        for m in neighbours[stack.pop()]:
            if E[m] <= barrier and int(m) not in reached:
                reached.add(int(m))
                stack.append(int(m))
    if int(goal) in reached:
        break
assert barrier == 100

# ---- pairwise form with two auxiliary bits p = ab, q = cd
six = np.array(list(product([0, 1], repeat=6)))
a, b, cc, d, p, q = six.T
x6, y6 = 1 + 2 * a + 4 * b, 1 + 2 * cc + 4 * d
bare = ((1 + 8*a + 24*b + 16*p) * (1 + 8*cc + 24*d + 16*q)
        - 2 * N * x6 * y6 + N**2)
penalty = (a*b - 2*p*(a + b) + 3*p) + (cc*d - 2*q*(cc + d) + 3*q)
M = 16 * 49
E6 = bare + M * penalty
c6 = bit_coefficients(E6, 6)
assert all(abs(v) < 1e-8 for S, v in c6.items() if len(S) > 2)
assert E6.min() == 0
found = sorted((int(x), int(y)) for x, y in zip(x6[E6 == 0], y6[E6 == 0]))
assert found == pairs(solution)
wrong_aux = penalty > 0
M_min = np.max(-bare[wrong_aux] / penalty[wrong_aux])
assert M > M_min
known = ((bits[:, 0] + bits[:, 2] - 1) ** 2
         + (1 - bits[:, 1]) + (1 - bits[:, 3]))
assert pairs(known == known.min()) == pairs(solution)

# ---- probabilistic bits: inputs from the derived couplings
I = np.zeros((16, 4))
for i in range(4):
    for S in subsets:
        if i in S:
            rest = [j for j in S if j != i]
            I[:, i] -= J[S] * np.prod(spins[:, rest], axis=1)
    up = np.arange(16) | (8 >> i)
    down = up ^ (8 >> i)
    assert np.allclose(I[:, i], -(E[up] - E[down]) / 2)

V0, tau, delay = 50.0, 100.0, 1.0          # mV, us, us
T, T_hot, attempt = 300.0, 330.0, 1e-3     # K, K, us
V_limit, V_offset = 200.0, 10.0            # mV
beta = 1 / 50.0
drive = beta * I


def boltzmann(inverse_temperature):
    w = np.exp(-inverse_temperature * E)
    return w / w.sum()


def stationary(Q):
    """Stationary law of a generator whose rows sum to zero."""
    A = Q.T.copy()
    A[-1] = 1.0
    rhs = np.zeros(len(Q))
    rhs[-1] = 1.0
    return np.linalg.solve(A, rhs)


def flip_rate(s, x, activated):
    return 0.5 * np.exp(-s * x) if activated else 0.5 * (1 - s * np.tanh(x))


def run(x, activated=False, lag=0.0):
    """State law; lag = interconnect delay / correlation time."""
    if lag == 0:
        Q = np.zeros((16, 16))
        for n in range(16):
            for i in range(4):
                Q[n, neighbours[n, i]] = flip_rate(spins[n, i], x[n, i],
                                                   activated)
    else:
        Q = np.zeros((256, 256))           # index = 16*true + displayed
        for n in range(16):
            for v in range(16):
                for i in range(4):
                    Q[16*n + v, 16*neighbours[n, i] + v] = flip_rate(
                        spins[n, i], x[v, i], activated)
                if v != n:
                    Q[16*n + v, 16*n + n] += 1 / lag
    Q -= np.diag(Q.sum(axis=1))
    law = stationary(Q)
    return law if lag == 0 else law.reshape(16, 16).sum(axis=1)


P = boltzmann(beta)
success = P[solution].sum()
for activated in (False, True):
    assert np.allclose(run(drive, activated), P, atol=1e-9)
    assert np.allclose(run(drive, activated, 1e-6), P, atol=1e-3)

sweep = np.eye(16)
for i in range(4):
    step = np.zeros((16, 16))
    for n in range(16):
        flip = 0.5 * (1 - spins[n, i] * np.tanh(drive[n, i]))
        step[n, neighbours[n, i]] = flip
        step[n, n] = 1 - flip
    sweep = sweep @ step
assert np.allclose(stationary(sweep - np.eye(16)), P, atol=1e-9)
together = np.array([[np.prod((1 + spins[m] * np.tanh(drive[n])) / 2)
                      for m in range(16)] for n in range(16)])
P_together = stationary(together - np.eye(16))
assert np.max(np.abs(P_together - P)) > 0.05

# ---- sizes of neglected effects
P_lag = run(drive, False, delay / tau)
P_lag_act = run(drive, True, delay / tau)
P_clip = run(np.clip(drive, -V_limit / V0, V_limit / V0))
for law in (P_lag, P_lag_act, P_clip):
    assert law[solution].min() > law[~solution].max()
shifted = drive.copy()
shifted[:, 0] += V_offset / V0
P_off = run(shifted)
i57 = int(np.flatnonzero((X == 5) & (Y == 7))[0])
i75 = int(np.flatnonzero((X == 7) & (Y == 5))[0])
ratio = P_off[i75] / P_off[i57]
assert abs(ratio - np.exp(2 * V_offset / V0)) < 1e-7
P_hot = run(drive * T / T_hot)
assert np.allclose(P_hot, boltzmann(beta * T / T_hot), atol=1e-9)
magnet_barrier = k_B * T * np.log(tau / attempt)
tau_hot = attempt * np.exp(magnet_barrier / (k_B * T_hot))

# largest relative coupling error that keeps wrong states above solutions
terms = [S for S in subsets if S]
chi = np.array([np.prod(spins[:, list(S)], axis=1) for S in terms]).T
Jv = np.array([J[S] for S in terms], dtype=float)
safe = min(E[n] / np.sum(np.abs(Jv * (chi[n] - chi[g])))
           for n in np.flatnonzero(~solution) for g in (start, goal))
rng = np.random.default_rng(1)
for _ in range(2000):
    trial = chi @ (Jv * (1 + 0.99 * safe * rng.choice([-1, 1], len(Jv))))
    assert trial[~solution].min() > trial[solution].max()

# ---- printed numbers
print("Energies (dimensionless), columns Y = 1, 3, 5, 7")
for x in (1, 3, 5, 7):
    print(f"  X = {x}:", *[f"{int(E[(X == x) & (Y == y)][0]):5d}"
                           for y in (1, 3, 5, 7)])
for n in (start, goal):
    print(f"Minimum: abcd = {''.join(map(str, bits[n]))},"
          f" X = {X[n]}, Y = {Y[n]}, E = {E[n]}")
print("Couplings (dimensionless): term, spin form, bit form")
for S in subsets:
    label = "".join(names[i] for i in S) or "1"
    print(f"  {label:4s} {J_table[S]:7.0f} {c_table[S]:7.0f}")
print(f"Best pairwise fit: rms error {rms[2]:.2f}, minimum at {pair_min}")
print(f"  its energy at (7,7): {fit[2][15]:.1f}, at (5,7): {fit[2][i57]:.1f}")
print(f"Best three-body fit: rms error {rms[3]:.2f}")
print(f"Four-body term dropped, spin form: minima {pairs(drop_spin == drop_spin.min())}")
print(f"Four-body term dropped, bit form: minimum {pairs(drop_bit == drop_bit.min())}, E = {drop_bit.min()}")
print(f"Flat non-strict minima: {pairs(weak)}")
print(f"Highest energy on best path between solutions: {barrier}")
print(f"Six-bit pairwise form: M used {M}, M must exceed {M_min:.0f}")
print(f"Voltage scale V0 = {V0:.0f} mV, beta = {beta:.3f} per energy unit")
print(f"Four-body coupling as voltage: {V0 * beta * J[full]:.1f} mV")
print(f"Largest drive voltage: {V0 * np.abs(drive).max():.0f} mV")
print(f"Probability of a solution, one bit at a time: {success:.4f}")
print(f"  of (5,5): {P[(X == 5) & (Y == 5)][0]:.4f}, of (7,7): {P[15]:.4f}")
print(f"All bits updated together: {P_together[solution].sum():.4f}")
print(f"  then (5,5): {P_together[(X == 5) & (Y == 5)][0]:.4f}, (7,7): {P_together[15]:.4f}")
print(f"Correlation time {tau:.0f} us, interconnect delay {delay:.0f} us")
print(f"Solution probability with delay, resampling: {P_lag[solution].sum():.4f}")
print(f"Solution probability with delay, activated: {P_lag_act[solution].sum():.4f}")
print(f"Driver limited to +-{V_limit:.0f} mV: {P_clip[solution].sum():.4f}")
print(f"Offset {V_offset:.0f} mV on bit a: {P_off[solution].sum():.4f}, ratio (7,5)/(5,7) = {ratio:.3f}")
print(f"At {T_hot:.0f} K instead of {T:.0f} K: {P_hot[solution].sum():.4f}")
print(f"Magnet barrier {magnet_barrier / q_e:.3f} eV (attempt time {attempt * 1e3:.0f} ns)")
print(f"Correlation time at {T_hot:.0f} K: {tau_hot:.1f} us")
print(f"Safe relative coupling error: {100 * safe:.1f} %")
print("all good")
```

It prints:

```
Energies (dimensionless), columns Y = 1, 3, 5, 7
  X = 1:  1156  1024   900   784
  X = 3:  1024   676   400   196
  X = 5:   900   400   100     0
  X = 7:   784   196     0   196
Minimum: abcd = 0111, X = 5, Y = 7, E = 0
Minimum: abcd = 1101, X = 7, Y = 5, E = 0
Couplings (dimensionless): term, spin form, bit form
  1        546    1156
  a       -112    -132
  b       -224    -256
  c       -112    -132
  d       -224    -256
  ab        84      16
  ac        -6    -216
  ad       -12    -368
  bc       -12    -368
  bd       -24    -544
  cd        84      16
  abc       32     128
  abd       64     384
  acd       32     128
  bcd       64     384
  abcd      16     256
Best pairwise fit: rms error 102.45, minimum at [(7, 7)]
  its energy at (7,7): -12.0, at (5,7): 80.0
Best three-body fit: rms error 16.00
Four-body term dropped, spin form: minima [(5, 7), (7, 5)]
Four-body term dropped, bit form: minimum [(7, 7)], E = -60
Flat non-strict minima: [(3, 7), (7, 3)]
Highest energy on best path between solutions: 100
Six-bit pairwise form: M used 784, M must exceed 588
Voltage scale V0 = 50 mV, beta = 0.020 per energy unit
Four-body coupling as voltage: 16.0 mV
Largest drive voltage: 400 mV
Probability of a solution, one bit at a time: 0.9109
  of (5,5): 0.0616, of (7,7): 0.0090
All bits updated together: 0.3644
  then (5,5): 0.1155, (7,7): 0.2952
Correlation time 100 us, interconnect delay 1 us
Solution probability with delay, resampling: 0.9089
Solution probability with delay, activated: 0.9103
Driver limited to +-200 mV: 0.9103
Offset 10 mV on bit a: 0.9172, ratio (7,5)/(5,7) = 1.492
At 330 K instead of 300 K: 0.8894
Magnet barrier 0.298 eV (attempt time 1 ns)
Correlation time at 330 K: 35.1 us
Safe relative coupling error: 14.0 %
all good
```
